# Why Orbital Hybridization Can Raise the Cost of Molecular Doping

## Problem

A p-type molecular dopant is meant to take an electron from an organic semiconductor and leave a mobile hole. Two neutral ground states of a host-dopant contact are possible. In integer charge transfer, one whole electron sits on the dopant and a hole sits on the adjacent host. In a charge-transfer complex, the highest occupied orbital (HOMO) of the host and the lowest unoccupied orbital (LUMO) of the dopant hybridize. Neither contact supplies a free hole until the following reaction has taken place:

\[
(\text{host-dopant})^0+\text{distant host}^0\;\rightarrow\;(\text{host-dopant})^-+\text{distant host}^+ .
\]

Call its energy the doping cost \(\mathcal E\). Use one orbital on the host, D, and one on the dopant, A, taken as orthogonal and coupled by a resonance integral \(t\). The host has ionization energy \(I\) and the dopant has electron affinity \(\chi\), both including the polarization of the surrounding solid. A second hole on D costs an extra repulsion \(U_D\), and a second electron on A costs an extra \(U_A\). Adjacent unit charges of opposite sign attract with energy \(V>0\). The distant host is of the same kind as D and infinitely far away.

(a) Ignore \(U_D\), \(U_A\) and \(V\). Diagonalize the orbital problem and find \(\mathcal E\).

(b) Restore the interactions. Find the ground energies of the neutral and the negative complex.

(c) Find how hybridization changes \(\mathcal E\). Give a sufficient condition for an increase, and decide whether an increase is general.

(d) Relate \(\mathcal E\) to the density of free holes.

(e) Evaluate the results for \(I=5.3\) eV, \(\chi=5.1\) eV, \(U_D=U_A=2.0\) eV, \(t=0.3\) eV, relative permittivity 3 and an effective charge separation of 0.8 nm. Compare with unhybridized pairs at 0.8 nm and 1.2 nm. Take a dopant density \(N_A=10^{19}\) cm\(^{-3}\), a host density \(N_h=10^{21}\) cm\(^{-3}\) and a temperature of 300 K. Estimate what the model neglects.

## Solution

### (a) One-electron levels

Without interactions the orbital energies are \(E_H=-I\) and \(E_L=-\chi\). With \(\Delta=E_L-E_H=I-\chi\), the secular equation is

\[
\begin{vmatrix}E_H-E&-t\\-t&E_L-E\end{vmatrix}
=(E_H-E)(E_L-E)-t^2=0 ,
\]

and its roots are

\[
E_\pm=-\frac{I+\chi}{2}\pm\sqrt{\frac{\Delta^2}{4}+t^2}.
\]

The neutral complex holds two electrons, both in \(E_-\). An added electron must enter \(E_+\). Removing it from the distant host costs \(I=-E_H\), so

\[
\mathcal E_{1e}=(2E_-+E_+)-2E_-+I=E_+-E_H
=\frac{\Delta}{2}+\sqrt{\frac{\Delta^2}{4}+t^2}.
\]

For \(t\neq0\) the root is larger than \(|\Delta|/2\). Hence \(\mathcal E_{1e}\) exceeds both \(\Delta\) and zero. Even if the bare dopant LUMO lies below the host HOMO (\(\Delta<0\)), the level that accepts the electron lies above it. Hybridization has pushed the acceptor level up.

This picture is incomplete. For \(\Delta<0\) and \(t=0\) it puts both electrons on the dopant, because nothing opposes double transfer. It also omits the attraction that holds an integer pair together. A comparison with integer transfer therefore needs many-electron energies.

### (b) Interacting complex

Write \(|mn\rangle\) for \(m\) electrons on D and \(n\) on A, and measure energy from the neutral state \(|20\rangle\). Moving one electron costs \(I-\chi\) and gains \(V\). Moving two costs \(2I+U_D\) on the host and \(-2\chi+U_A\) on the dopant, while the attraction between charges \(+2\) and \(-2\) is \(-4V\). The energies of \(|20\rangle\), \(|11\rangle\) and \(|02\rangle\) are thus \(0\), \(\delta\) and \(W\), with

\[
\delta=I-\chi-V,\qquad
W=2(I-\chi)+U_D+U_A-4V=2\delta+U_D+U_A-2V .
\]

**Neutral complex.** Let \(d_\sigma^\dagger\) and \(a_\sigma^\dagger\) create electrons on D and A. The transfer operator \(-t\sum_\sigma a_\sigma^\dagger d_\sigma\) acts on \(|20\rangle=d_\uparrow^\dagger d_\downarrow^\dagger|0\rangle\) by replacing either electron:

\[
-t\left(a_\uparrow^\dagger d_\downarrow^\dagger+d_\uparrow^\dagger a_\downarrow^\dagger\right)|0\rangle
=-\sqrt2\,t\,|S\rangle,\qquad
|S\rangle=\frac{d_\uparrow^\dagger a_\downarrow^\dagger-d_\downarrow^\dagger a_\uparrow^\dagger}{\sqrt2}|0\rangle .
\]

The second form uses \(a_\uparrow^\dagger d_\downarrow^\dagger=-d_\downarrow^\dagger a_\uparrow^\dagger\). The state \(|S\rangle\) is the normalized singlet, so the factor \(\sqrt2\) comes from two electrons that can each move. Acting once more gives \(-\sqrt2\,t\,|02\rangle\). The triplet states do not couple to \(|20\rangle\) or \(|02\rangle\), which are singlets, and they stay at \(\delta\).

The singlet determinant is

\[
\begin{vmatrix}-E&-\sqrt2t&0\\-\sqrt2t&\delta-E&-\sqrt2t\\0&-\sqrt2t&W-E\end{vmatrix}
=-E\left[(\delta-E)(W-E)-2t^2\right]-2t^2(W-E)=0 .
\]

Collecting the terms in \(t^2\) gives

\[
E(E-\delta)(E-W)=2t^2(2E-W).
\]

The lowest root is the neutral ground energy \(E_2\). If \(W\) is much larger than the other energies, division by \(-W\) leaves \(E(E-\delta)=2t^2\), and

\[
E_2\simeq\frac{\delta}{2}-\sqrt{\frac{\delta^2}{4}+2t^2}.
\]

In this two-state limit the transferred charge \(q\), in units of \(e\), is the weight of \(|S\rangle\). Since only that state has an energy depending on \(\delta\), the Hellmann-Feynman theorem gives

\[
q=\frac{\partial E_2}{\partial\delta}
=\frac12\left[1-\frac{\delta}{\sqrt{\delta^2+8t^2}}\right].
\]

It tends to 1 for \(\delta\ll-t\) and to 0 for \(\delta\gg t\), with \(t\) taken positive.

**Negative complex.** Three electrons occupy \(|21\rangle\), with energy \(-\chi\), or \(|12\rangle\), with energy \(I-2\chi+U_A-2V\). The gap between them is

\[
G=I-\chi+U_A-2V=\delta+U_A-V .
\]

For a given total spin component one electron can move without violating the Pauli principle, so the coupling has magnitude \(t\), without the factor \(\sqrt2\). The \(2\times2\) problem gives

\[
E_3=-\chi-s_3,\qquad s_3=\sqrt{\frac{G^2}{4}+t^2}-\frac G2 .
\]

### (c) The change in doping cost

Assume \(G>0\) and \(W>\max(0,\delta)\), so that at \(t=0\) the negative complex is \(|21\rangle\) and the neutral one is the lower of \(|20\rangle\) and \(|11\rangle\). Define the stabilization of the neutral complex by \(s_2=\min(0,\delta)-E_2\). Then

\[
\mathcal E=I+E_3-E_2=(I-\chi)-\min(0,\delta)+s_2-s_3 .
\]

Substituting \(I-\chi=V+\delta\) and \(\delta-\min(0,\delta)=\max(0,\delta)\) gives

\[
\boxed{\mathcal E=V+\max(0,\delta)+s_2-s_3 .}
\]

For an integer pair, \(\delta<0\) and \(t=0\), the cost is \(V\): the electron has already moved, and the hole has to escape its attraction. Hybridization adds \(s_2-s_3\). The bonding energy \(s_2\) of the neutral complex must be given up, while the negative complex returns its own, usually different, stabilization \(s_3\).

To find the sign, define

\[
f(g,b^2)=\sqrt{\frac{g^2}{4}+b^2}-\frac g2 .
\]

It increases with \(b^2\). For \(b\neq0\) it decreases with \(g\), because

\[
\frac{\partial f}{\partial g}=\frac12\left[\frac{g}{\sqrt{g^2+4b^2}}-1\right]<0 .
\]

The two-state energy corresponds to a stabilization \(f(|\delta|,2t^2)\) for either sign of \(\delta\). Admitting \(|02\rangle\) enlarges the variational space and cannot raise the ground energy. If \(G\geq|\delta|\), then

\[
s_2\geq f(|\delta|,2t^2)>f(|\delta|,t^2)\geq f(G,t^2)=s_3 .
\]

Thus \(G\geq|\delta|\) is sufficient for hybridization to raise the cost in this model, with \(I\), \(\chi\), \(V\), \(U_D\) and \(U_A\) held fixed. For \(\delta<0\) the condition reads \(U_A\geq V+2|\delta|\): the dopant must resist a second electron strongly enough.

Under the same condition the cost rises steadily with \(t>0\). The singlet matrix is linear in \(t\), so its lowest eigenvalue is concave and \(s_2\) is convex in \(t\). Since \(s_2=0\) at \(t=0\), its slope is at least \(s_2/t\), and

\[
\frac{ds_2}{dt}\geq\frac{s_2}{t}\geq\frac{f(|\delta|,2t^2)}{t}
=\frac{2t}{\sqrt{\delta^2/4+2t^2}+|\delta|/2}
>\frac{t}{\sqrt{\delta^2/4+t^2}}\geq\frac{t}{\sqrt{G^2/4+t^2}}=\frac{ds_3}{dt}.
\]

The strict inequality holds because the square root is concave: the mean of \(\sqrt{\delta^2/4+2t^2}\) and \(\sqrt{\delta^2/4}\) is less than \(\sqrt{\delta^2/4+t^2}\).

The condition is not necessary, and an increase is not general. For \(\delta<0\) and \(t\) small compared with every gap, second-order perturbation theory gives

\[
s_2-s_3\simeq t^2\left[\frac{2}{|\delta|}+\frac{2}{W-\delta}-\frac1G\right].
\]

A small \(G\) makes this negative. With \(\delta=-0.400\) eV and \(U_D=2.0\) eV as in part (e), but \(U_A=1.05\) eV and \(t=0.1\) eV, one has \(G=0.050\) eV. Here \(t\) exceeds \(G\), so the expansion gives the sign but not the size. Diagonalization gives a cost change of \(-0.021\) eV. The negative complex then gains more from hybridization than the neutral one.

In the opposite limit, with \(t\) far above all other energies, the singlet matrix has lowest eigenvalue \(-2|t|\) to leading order, while \(s_3\simeq|t|\). The penalty therefore grows as \(|t|\), apart from a constant offset set by the other energies.

### (d) Free-hole density

Let \(\mu\) be the electron chemical potential and \(p\) the hole density. A singly charged host has two spin states, so for \(p\ll N_h\)

\[
p=2N_h\,e^{-(I+\mu)/kT}.
\]

The negative complex also has two spin states. If the neutral complex has ground degeneracy \(g_0\), the ratio of negative to neutral complexes is

\[
\frac{N_-}{N_0}=\frac{2}{g_0}\,e^{-(E_3-E_2-\mu)/kT}.
\]

Multiplying the two relations removes \(\mu\). Neutrality gives \(N_-=p\), and conservation of dopants gives \(N_0=N_A-p\). Therefore

\[
\frac{p^2}{N_A-p}=\frac{4N_h}{g_0}e^{-\mathcal E/kT},
\qquad
p\simeq\sqrt{\frac{4N_AN_h}{g_0}}\;e^{-\mathcal E/2kT}\quad(p\ll N_A).
\]

An unhybridized integer pair has one singlet and three triplet states at the same energy, so \(g_0=4\). In the hybridized complex the singlet lies \(s_2\) below the triplets when \(\delta<0\). If \(s_2\gg kT\), then \(g_0=1\). Ionization now releases spin entropy, which returns \(kT\ln4\) of the energy penalty as free energy.

### (e) Numbers and their meaning

**Energies.** The point-charge attraction is 0.600 eV at 0.8 nm and 0.400 eV at 1.2 nm. For the near contact,

\[
\begin{aligned}
\delta&=5.3-5.1-0.600=-0.400\ \text{eV},\\
W&=2(-0.400)+4.0-2(0.600)=2.000\ \text{eV},\\
G&=-0.400+2.0-0.600=1.000\ \text{eV}.
\end{aligned}
\]

Since \(G>|\delta|\), the sufficient condition holds. The two-state formula gives

\[
E_2\simeq-0.200-\sqrt{0.040+0.180}=-0.669\ \text{eV},
\]

and the full cubic gives \(-0.717\) eV. Double transfer is therefore worth 0.048 eV here. The stabilizations are

\[
s_2=-0.400+0.717=0.317\ \text{eV},\qquad
s_3=\sqrt{0.250+0.090}-0.500=0.083\ \text{eV}.
\]

The doping costs are

- hybridized complex: \(0.600+0.317-0.083=0.834\) eV;
- near integer pair: 0.600 eV;
- far integer pair, with \(\delta=-0.200\) eV: 0.400 eV.

Hybridization alone accounts for 0.234 eV. The far pair gains another 0.200 eV because its charges attract less. These are separate causes: a change of packing that moves the dopant away reduces \(V\) and usually \(t\) as well.

The full model transfers \(0.763\,e\) in the complex. The penalty thus does not require a nearly neutral complex. It comes from the bonding energy that must be surrendered, not from the missing fraction of charge alone.

At the near separation the penalty is 0.0005, 0.0425 and 0.1327 eV for \(t=0.01\), 0.1 and 0.2 eV. The first value follows from the perturbative result, \((0.01)^2(5.00+0.83-1.00)=0.0005\) eV. A coupling of 0.01 eV leaves the pair integer for practical purposes.

The one-electron cost is 0.416 eV, which is 0.216 eV above \(\Delta=0.200\) eV. This shift is near the interacting penalty, but the parameters favour the agreement. At small \(t\) the one-electron coefficient of \(t^2\) is \(1/\Delta=5.0\) eV\(^{-1}\), against 4.8 eV\(^{-1}\) above, largely because \(|\delta|=2\Delta\) in this example.

**Hole densities.** At 300 K, \(kT=0.02585\) eV. For the complex,

\[
p\simeq\sqrt{4\times10^{19}\times10^{21}}\;e^{-0.834/0.0517}\ \text{cm}^{-3}
\approx2.0\times10^{13}\ \text{cm}^{-3}.
\]

The near and far pairs give \(9.1\times10^{14}\) and \(4.4\times10^{16}\) cm\(^{-3}\). The ratio of near pair to complex is 46. Without the spin factor it would be twice as large; the entropy return is 0.036 eV. A charge-neutrality calculation with every electronic level of the two-orbital complex agrees with the mass-action densities within 1% in all three cases.

**Effects that change the penalty.** Each estimate uses an assumed size for the neglected quantity.

- *Overlap.* An overlap of 0.03, with the coupling measured from the mean orbital energy, raises the upper one-electron level by 0.009 eV.
- *Molecular relaxation.* Let \(x\) be a distortion that follows the transferred charge, and add \(\Lambda(x-n)^2\) to the state with \(n\) electrons transferred. The added energy is never negative, so \(E_2\) can only rise. For \(\Lambda=0.2\) eV, minimization over \(x\) raises it by 0.041 eV, which by itself would lower the complex's cost by the same amount. The same term applied to the negative complex raises \(E_3\) by 0.012 eV, so the net change of the cost is \(-0.029\) eV in this classical single-coordinate model.
- *Hole delocalization.* Let the hole move along a host stack with hopping 0.05 eV and spacing 0.4 nm, drop \(|02\rangle\), and keep the hole in the \(|12\rangle\) state of the negative complex fixed on D. Take the attraction at displacement \(z\) along the stack as \(0.48\ \text{eV nm}/\sqrt{(0.8\ \text{nm})^2+z^2}\). The costs become 0.697 eV for the complex and 0.549 eV for the near pair. The penalty, from the unrounded costs, is then 0.147 eV, against \(0.269-0.083=0.186\) eV for a fixed hole at the same level of approximation. The size depends on the geometry: with the distance taken as \(0.8\ \text{nm}+|z|\) the penalty is 0.170 eV. In both cases delocalization weakens the penalty but does not remove it.

**Effects that mainly shift both costs.** Gaussian disorder of width \(\sigma=0.07\) eV in the distant host levels multiplies the Boltzmann factor by \(e^{\sigma^2/2(kT)^2}\) for dilute holes. This lowers the free-energy cost by \(\sigma^2/2kT=0.095\) eV. A field \(F=0.1\) MV/cm lowers the escape barrier. With attraction \(C/r\), where \(C=0.48\) eV nm, the maximum of \(-C/r-eFr\) is \(-2\sqrt{CeF}=-0.139\) eV. The field also lowers the energy of the near pair by 0.008 eV, so its barrier falls by 0.131 eV. This is a change of barrier, not of the equilibrium density in part (d). The barrier maximum lies at 6.9 nm, beyond the typical dopant spacing \(N_A^{-1/3}=4.6\) nm, where the attraction to the parent anion is still 0.103 eV; the isolated-pair picture is therefore rough. Most neighbouring dopants are neutral, however, so screening comes from the ionized fraction. The Debye lengths at the densities above are about 330, 48 and 7 nm for the complex, the near pair and the far pair, giving lowerings of order \(C/\lambda_D=0.001\), 0.010 and 0.068 eV. Unlike the disorder term, this one differs between the cases. These lowerings overlap and should not simply be added.

**Relation to real films.** The parameters are rough values in the regime of thiophene hosts doped with F4TCNQ. Integer transfer is common in the polymer P3HT, while short oligothiophenes can form hybridized complexes. The solid-state levels are of the usual size, but \(t\), the repulsions and the charge separation are effective choices. The value of \(U_A\) matters for the regime: at the near contact the sufficient condition needs \(U_A\geq1.4\) eV, and the boxed formula needs \(U_A>1.0\) eV. Below that the negative complex is a dopant dianion bound to a hole, and the unhybridized cost falls below \(V\), to 0.4 eV for \(U_A=0.8\) eV and 0.1 eV for \(U_A=0.5\) eV. The computed transfer of about \(0.76\,e\) is high for a complex, since weakly ionic ones transfer a few tenths of an electron. The far pair frees 0.4% of its holes, which is low beside the rough few per cent or more inferred for doped P3HT. The assumption of identical host levels matters here: the disorder estimate alone multiplies \(p\) by \(e^{0.095/0.0517}\approx6\), to about 2.7% in the dilute limit, or 2.6% with Fermi occupation of the host levels. The absolute densities are thus much less secure than the ordering of the costs, which follows from part (c) whenever \(\delta<0\) for the near pair and \(G\geq|\delta|\). If \(G\geq|\delta|\), a packing or side group that reduces \(t\) while leaving \(I\), \(\chi\), \(V\) and the repulsions unchanged lowers the doping cost in this model. A side group that also shifts the levels can cancel this gain. Once \(s_2\) is comparable with \(kT\), the triplets of the neutral complex become populated and ionization releases less spin entropy. For the parameters of this example the hole density still rises as \(t\) falls. When \(G\) is close to \(|\delta|\), a lower cost can give slightly fewer holes: for \(U_A=1.41\) eV the density at \(t=0\) is about 3% below that at \(t=0.06\) eV. Once \(t\) is negligible, the cost of an integer pair is \(V\), so greater separation lowers it further as long as \(\delta\) stays negative.

## Calculated quantities

```
host ionization energy I: 5.300 eV
dopant affinity chi: 5.100 eV
on-site repulsion U_D: 2.000 eV
on-site repulsion U_A: 2.000 eV
resonance integral t: 0.300 eV
relative permittivity: 3.000
near charge separation: 0.800 nm
far charge separation: 1.200 nm
near attraction V: 0.600 eV
far attraction V: 0.400 eV
one-electron gap Delta: 0.200 eV
one-electron complex cost: 0.416 eV
delta, near pair: -0.400 eV
delta, far pair: -0.200 eV
double-transfer energy W: 2.000 eV
negative-complex gap G: 1.000 eV
neutral energy E2, two-state: -0.669 eV
neutral energy E2, full: -0.717 eV
transferred charge, two-state: 0.713 e
transferred charge, full: 0.763 e
stabilization s2, two-state: 0.269 eV
stabilization s2, full: 0.317 eV
stabilization s3: 0.083 eV
cost, hybridized complex: 0.834 eV
cost, near integer pair: 0.600 eV
cost, far integer pair: 0.400 eV
hybridization penalty: 0.234 eV
penalty at t = 0.01 eV: 0.0005 eV
penalty at t = 0.1 eV: 0.0425 eV
penalty at t = 0.2 eV: 0.1327 eV
counterexample U_A: 1.050 eV
counterexample t: 0.100 eV
counterexample G: 0.050 eV
counterexample cost change: -0.0210 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
dopant density: 1.0e+19 cm^-3
host density: 1.0e+21 cm^-3
ground degeneracy, complex and pair: 1 4
spin free-energy return: 0.036 eV
hole density, complex: 1.97e+13 cm^-3
hole density, near pair: 9.13e+14 cm^-3
hole density, far pair: 4.36e+16 cm^-3
density ratio near pair/complex: 46.3
overlap S assumed: 0.030
overlap shift of upper level: 0.0093 eV
relaxation energy assumed: 0.200 eV
complex cost change, relaxation: 0.0407 eV
stack hopping assumed: 0.050 eV
stack spacing assumed: 0.400 nm
stack cost, complex (no W state): 0.697 eV
stack cost, integer pair: 0.549 eV
disorder width assumed: 0.070 eV
disorder free-energy lowering: 0.095 eV
field assumed: 0.100 MV/cm
field lowering of barrier: 0.139 eV
mean dopant spacing: 4.642 nm
Coulomb energy at that spacing: 0.103 eV
```
